# From LS to jj coupling through LK and jK

## Problem

An atomic core has orbital momentum \(L_c\) and spin \(S_c\). One outer electron has orbital momentum \(l\) and spin \(s=\tfrac12\). At fixed total \(J\), four bases are defined by the order of coupling:

- LS: \(((L_c\,l)L,(S_c\,s)S)J\)
- LK: \((((L_c\,l)L,S_c)K,s)J\)
- jK: \((((L_c\,S_c)J_c,l)K,s)J\)
- jj: \(((L_c\,S_c)J_c,(l\,s)j)J\)

(a) Express the transformations LS to LK and jj to jK by one \(6j\) symbol each.

(b) Build the transformation LS to jj from \(6j\) symbols along two different routes, one ending with the outer spin and one with the core spin, and show that both give the \(9j\) coefficient.

(c) For \(L_c=S_c=l=1\), \(J=\tfrac12\), find the probabilities of the jj states \((J_c,j)\) in the state \(L=1\), \(S=\tfrac12\).

Clebsch–Gordan coefficients carry the Condon–Shortley phases, and \([x]=2x+1\). All coefficients are dimensionless.

The core and the outer electron may be treated as distinguishable subsystems if the outer orbital is orthogonal to all core orbitals. After antisymmetrization, terms in which different electrons are "the outer one" are then orthogonal, so all overlaps keep their values. All four bases must also share the same radial functions. Equivalent electrons, or radial functions that depend on \(j\), fall outside these formulas.

## A tempting solution of part (c)

Only probabilities are asked for, so signs seem unimportant. One squares the coefficients and follows the chain LS, LK, jK, jj.

The state \((L,S)=(1,\tfrac12)\) has probability \(1/3\) for \(K=0\) and \(2/3\) for \(K=1\). The squared coefficients from LK to jK send \(K=0\) entirely to \(J_c=1\), and divide \(K=1\) among \(J_c=0,1,2\) as \(1/3,\ 1/4,\ 5/12\). The jK probabilities are therefore
\[
P(0,1)=\tfrac29,\quad P(1,0)=\tfrac13,\quad P(1,1)=\tfrac16,\quad P(2,1)=\tfrac5{18}.
\]
For \(J_c=0\) and \(J_c=2\) there is one possible \(j\). For \(J_c=1\), the squared coefficients to \(j=\tfrac12\) and \(j=\tfrac32\) are \(1/3,\ 2/3\) from \(K=0\), and \(2/3,\ 1/3\) from \(K=1\). Hence
\[
P(1,\tfrac12)=\tfrac13\cdot\tfrac13+\tfrac16\cdot\tfrac23=\tfrac29,\qquad
P(1,\tfrac32)=\tfrac13\cdot\tfrac23+\tfrac16\cdot\tfrac13=\tfrac5{18}.
\]
The four results \(2/9,\ 2/9,\ 5/18,\ 5/18\) add up to one.

## Where it fails

The values for \(J_c=1\) are wrong. The calculation treats \(K\) as if it had been measured on the way, but neither the initial nor the final state has a definite \(K\) here. Different values of \(K\) are alternative paths between the same two states, so their amplitudes must be added before squaring:
\[
P=\Big|\sum_K A_K\Big|^2=\sum_K A_K^2+2\sum_{K<K'}A_KA_{K'} .
\]
The tempting solution drops the last sum.

The normalization check cannot reveal this. Squaring the entries of an orthogonal matrix gives a matrix whose rows and columns each add up to one, and products of such matrices keep this property. The result adds up to one with or without interference.

The jK probabilities above are correct, because a jK state has a definite \(K\) and only one path leads to it. The error enters in the last link, when two values of \(K\) meet in one jj state. Signs are therefore needed after all.

## Part (a): the single-6j transformations

Three momenta \(a,b,c\) can be coupled to \(J\) in different orders. The overlap of two such states with the same \(M\) does not depend on \(M\), because the ladder operators of the total momentum act identically on both. We take the \(6j\) symbol to be defined by
\[
\langle (ab)e,c;J|a,(bc)f;J\rangle
=(-1)^{a+b+c+J}\sqrt{[e][f]}
\begin{Bmatrix}a&b&e\\c&J&f\end{Bmatrix}. \tag{1}
\]

In LS and LK coupling, \(L\) is formed first in the same way, so it is a spectator. What remains is the recoupling of \(L,S_c,s\). Setting \(a=L\), \(b=S_c\), \(c=s\), \(e=K\), \(f=S\) gives
\[
\boxed{\langle LK|L'S\rangle=\delta_{LL'}(-1)^{L+S_c+s+J}\sqrt{[K][S]}
\begin{Bmatrix}L&S_c&K\\s&J&S\end{Bmatrix}} \tag{2}
\]

In jj and jK coupling the spectator is \(J_c\), and \(J_c,l,s\) are recoupled. Setting \(a=J_c\), \(b=l\), \(c=s\), \(e=K\), \(f=j\) gives
\[
\boxed{\langle J_cK|J_c'j\rangle=\delta_{J_cJ_c'}(-1)^{J_c+l+s+J}\sqrt{[K][j]}
\begin{Bmatrix}J_c&l&K\\s&J&j\end{Bmatrix}} \tag{3}
\]

Both matrices are real and connect orthonormal bases of the same space. Their transposes are the reverse transformations.

The physical role of \(K\) follows from \(\mathbf K=\mathbf J-\mathbf s\). The direct Coulomb interaction and the core spin–orbit interaction do not act on the outer spin. In a model with these two interactions alone, \(K\) is conserved. LK coupling is the limit in which the direct Coulomb splitting dominates, and jK coupling the limit in which the core spin–orbit splitting dominates. Exchange with the core and the spin–orbit interaction of the outer electron involve \(\mathbf s\), and can mix values of \(K\).

## Part (b): the route through K

The link between LK and jK exchanges the order in which \(l\) and \(S_c\) are added to \(L_c\). We need the overlap of \((ab)e,c\) with \((ac)f,b\). Reversing a pair costs a sign:
\[
|(ab)e\rangle=(-1)^{a+b-e}|(ba)e\rangle,\qquad
|b,(ac)f;J\rangle=(-1)^{b+f-J}|(ac)f,b;J\rangle .
\]
Equation (1) with \(a\) and \(b\) interchanged supplies the remaining overlap. The total exponent is
\[
(a+b-e)+(a+b+c+J)+(b+f-J)=(b+c+e+f)+2(a+b-e).
\]
The last term is even, since \(a+b-e\) is an integer. Therefore
\[
\langle(ab)e,c;J|(ac)f,b;J\rangle=(-1)^{b+c+e+f}\sqrt{[e][f]}
\begin{Bmatrix}b&a&e\\c&J&f\end{Bmatrix}. \tag{4}
\]
With \(a=L_c\), \(b=l\), \(c=S_c\), \(e=L\), \(f=J_c\), and with \(K\) as the total momentum of these three,
\[
\langle J_cK|LK'\rangle=\delta_{KK'}(-1)^{l+S_c+L+J_c}\sqrt{[L][J_c]}
\begin{Bmatrix}l&L_c&L\\S_c&K&J_c\end{Bmatrix}. \tag{5}
\]

Inserting the complete LK and jK bases between LS and jj leaves one sum:
\[
\langle J_cj|LS\rangle=\sum_K\langle J_cj|J_cK\rangle\langle J_cK|LK\rangle\langle LK|LS\rangle .
\]
One may combine the right-hand pair first, giving LS to jK, or the left-hand pair, giving LK to jj. Each is a product of two \(6j\) symbols without a sum. These are two groupings of one route.

The exponents of (2), (5) and (3) add up to
\[
2L+2l+2(S_c+J_c)+2(s+J).
\]
Here \(2L\) and \(2l\) are even. So is \(2(S_c+J_c)=2(J_c-S_c)+4S_c\), because \(J_c-S_c\) is an integer. Finally \(s+J-K\) is an integer, so \((-1)^{2(s+J)}=(-1)^{2K}\). With \(N=\sqrt{[J_c][j][L][S]}\),
\[
\langle J_cj|LS\rangle=N\sum_K(-1)^{2K}[K]
\begin{Bmatrix}L&S_c&K\\s&J&S\end{Bmatrix}
\begin{Bmatrix}l&L_c&L\\S_c&K&J_c\end{Bmatrix}
\begin{Bmatrix}J_c&l&K\\s&J&j\end{Bmatrix}. \tag{6}
\]

## Part (b): the route with the core spin last

Now let \(\mathbf Q=\mathbf L+\mathbf s\), and add \(S_c\) at the end. The route has three links.

1. From \((L,(S_c s)S)J\) to \(((L s)Q,S_c)J\). Reversing the spin pair gives \((-1)^{S_c+s-S}\), and (1) gives \((-1)^{L+s+S_c+J}\). Since \(2(S_c+s-S)\) is even, the product is \((-1)^{L+S+J}\). The factor is
\[
(-1)^{L+S+J}\sqrt{[Q][S]}\begin{Bmatrix}L&s&Q\\S_c&J&S\end{Bmatrix}.
\]
2. From \(((L_c l)L,s)Q\) to \((L_c,(l s)j)Q\). Equation (1) with total momentum \(Q\) gives
\[
(-1)^{L_c+l+s+Q}\sqrt{[L][j]}\begin{Bmatrix}L_c&l&L\\s&Q&j\end{Bmatrix}.
\]
3. From \(((L_c j)Q,S_c)J\) to \(((L_c S_c)J_c,j)J\). Equation (4) with \(a=L_c\), \(b=j\), \(c=S_c\) gives
\[
(-1)^{j+S_c+Q+J_c}\sqrt{[Q][J_c]}\begin{Bmatrix}j&L_c&Q\\S_c&J&J_c\end{Bmatrix}.
\]

Let \(R=L_c+S_c+J_c+l+s+j+L+S+J\). The three exponents add up to \(R+2Q\), so
\[
\langle J_cj|LS\rangle=N\sum_Q(-1)^{R+2Q}[Q]
\begin{Bmatrix}L&s&Q\\S_c&J&S\end{Bmatrix}
\begin{Bmatrix}L_c&l&L\\s&Q&j\end{Bmatrix}
\begin{Bmatrix}j&L_c&Q\\S_c&J&J_c\end{Bmatrix}. \tag{7}
\]

Equations (6) and (7) agree because each inserts complete bases into the same overlap.

## Part (b): the overlap is the 9j coefficient

The \(9j\) symbol is the sum over all magnetic numbers of six \(3j\) symbols, one for each row and each column of its array. To recover it, write the overlap as a sum of six Clebsch–Gordan coefficients, average over \(M\), and use
\[
\langle am_a\,bm_b|cm_c\rangle=(-1)^{a-b+m_c}\sqrt{[c]}
\begin{pmatrix}a&b&c\\m_a&m_b&-m_c\end{pmatrix}.
\]
The square roots contain \([J]\) once in total, which cancels the \(1/[J]\) of the average and leaves \(N\).

For the signs, let \(\mu,\nu,\lambda,\sigma\) be the projections of \(J_c,j,L,S\). Then \(\mu+\nu=\lambda+\sigma=M\), and the six exponents add up to
\[
2L_c-2s+J_c-j+L-S+4M .
\]
Each intermediate projection still occurs with opposite signs in its two \(3j\) symbols. Reversing all projections in the symbols \((J_c\,j\,J)\) and \((L\,S\,J)\) cures this and adds \(J_c+j+L+S+2J\). The total is
\[
2L_c+2L+4M-4s+2(s+J_c+J).
\]
Every term is even, since \(s+J_c+J\) is an integer. Hence
\[
\boxed{\langle J_cj|LS\rangle=\sqrt{[J_c][j][L][S]}
\begin{Bmatrix}L_c&S_c&J_c\\l&s&j\\L&S&J\end{Bmatrix}} \tag{8}
\]

In a test on 336 coefficients from five choices of \((L_c,S_c,l)\), with the \(9j\) symbols contracted from \(3j\) symbols, both routes agreed with (8) to an absolute error below \(10^{-15}\).

When one of \(L_c\), \(S_c\), \(l\) vanishes, the whole transformation reduces to a single \(6j\) symbol per coefficient. Two of these cases follow directly from part (a). For \(S_c=0\), the LS, LK and jK states coincide, with \(K=L\) and \(J_c=L_c\), so LS to jj is the single \(6j\) transformation (3), transposed. For \(l=0\), the jK and jj states coincide, as do LK and jK, with \(K=J_c\) and \(L=L_c\). Then LS to jj is the single \(6j\) transformation (2).

## Part (c): the correct probabilities

Take first the final state \((J_c,j)=(1,\tfrac32)\). The exponents in (2), (5) and (3) are 3, 4 and 3, so the signs are \(-,+,-\). For \(K=0\) the \(6j\) symbols are \(0.408248\), \(-0.333333\) and \(-0.408248\), and the three factors are
\[
-\sqrt2\,(0.408248)=-0.577350,\quad
3(-0.333333)=-1,\quad
-2(-0.408248)=0.816497 .
\]
For \(K=1\) they are
\[
-\sqrt6\,(-0.333333)=0.816497,\quad
3(0.166667)=0.5,\quad
-\sqrt{12}\,(-0.166667)=0.577350 .
\]
The amplitude and probability are
\[
0.471405+0.235702=0.707107,\qquad P(1,\tfrac32)=\tfrac12 .
\]
The squared terms alone give \(0.2778=5/18\), the tempting value. The missing interference is \(2(0.471405)(0.235702)=0.2222\).

For \((1,\tfrac12)\), the last factors become \(-0.577350\) for \(K=0\) and \(0.816497\) for \(K=1\). The contributions are \(-0.333333\) and \(+0.333333\), so the amplitude vanishes. The complete answer is

| \((J_c,j)\) | tempting | correct |
|---|---:|---:|
| \((0,\tfrac12)\) | 2/9 | 2/9 |
| \((1,\tfrac12)\) | 2/9 | 0 |
| \((1,\tfrac32)\) | 5/18 | 1/2 |
| \((2,\tfrac32)\) | 5/18 | 5/18 |

The first and last rows survive because \(J_c=0\) and \(J_c=2\) are each reached through \(K=1\) alone. The total for \(J_c=1\) is \(1/2\) in both columns: transformation (3) is orthogonal within each \(J_c\), so interference moves probability between values of \(j\) without changing their sum.

The zero has a symmetry reason. The \(9j\) array is
\[
\begin{Bmatrix}1&1&1\\1&\tfrac12&\tfrac12\\1&\tfrac12&\tfrac12\end{Bmatrix},\qquad R=7 .
\]
Exchanging two rows exchanges two entries in each column \(3j\) symbol. Each column then contributes \((-1)\) to the power of its sum, altogether \((-1)^R=-1\). But the last two rows are equal, so the exchange changes nothing. The symbol equals its own negative and must vanish.

The route through \(Q\) reaches the same amplitudes by different contributions from \(Q=\tfrac12\) and \(Q=\tfrac32\):
\[
j=\tfrac32:\ -0.078567+0.785674=0.707107,\qquad
j=\tfrac12:\ 0.222222-0.222222=0 .
\]
Adding squares along this route would give \(0.6235\) for \(j=\tfrac32\), where the route through \(K\) gave \(0.2778\). A sum of squared contributions thus depends on the chosen intermediate coupling, while the summed amplitude does not. With signs, the coefficients \(c\) of (8) for \(L=1\), \(S=\tfrac12\) have signed squares \(c|c|=2/9,\ 0,\ 1/2,\ -5/18\), in the order of the table.

## Numbers as computed

```
All values dimensionless
LS-jj coefficients tested: 336, in 5 core/l cases
max error, single-6j formulas vs overlaps: 6.7e-16
max error vs 9j: K route 6.7e-16, Q route 6.7e-16, overlap 5.6e-16
Example: Lc=1 Sc=1 l=1 s=1/2 J=1/2
Matrices list sign(c)*c^2 for each coefficient c
<L K|L S>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1)           1       0       0       0
  (1,0)           0    -1/3     2/3       0
  (1,1)           0     2/3     1/3       0
  (2,1)           0       0       0       1
<Jc K|Jc j>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1)           1       0       0       0
  (1,0)           0    -1/3     2/3       0
  (1,1)           0     2/3     1/3       0
  (2,1)           0       0       0       1
<Jc K|L K>; columns (0,1) (1,0) (1,1) (2,1)
  (0,1)         1/9       0     1/3     5/9
  (1,0)           0      -1       0       0
  (1,1)         1/3       0     1/4   -5/12
  (2,1)         5/9       0   -5/12    1/36
<Jc j|L S>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1/2)       1/9     2/9     1/9     5/9
  (1,1/2)       2/9       0     1/2   -5/18
  (1,3/2)       1/9     1/2    -1/4   -5/36
  (2,3/2)       5/9   -5/18   -5/36    1/36
Amplitude L=1 S=1/2 to Jc=1 j=3/2
  K=0 6j: 0.408248 -0.333333 -0.408248
    factors: -0.577350 -1.000000 0.816497 product 0.471405
  K=1 6j: -0.333333 0.166667 -0.166667
    factors: 0.816497 0.500000 0.577350 product 0.235702
  Q=1/2 factors: 0.333333 0.577350 -0.408248 product -0.078567
  Q=3/2 factors: -0.942809 0.912871 -0.912871 product 0.785674
  sums: K 0.707107, Q 0.707107; from 9j 0.707107
  9j symbol 0.083333, sum of its momenta R=8
  probability 0.500000; sum of squared K terms 0.277778
Amplitude L=1 S=1/2 to Jc=1 j=1/2
  K=0 6j: 0.408248 -0.333333 0.408248
    factors: -0.577350 -1.000000 -0.577350 product -0.333333
  K=1 6j: -0.333333 0.166667 -0.333333
    factors: 0.816497 0.500000 0.816497 product 0.333333
  Q=1/2 factors: 0.333333 0.816497 0.816497 product 0.222222
  Q=3/2 factors: -0.942809 -0.408248 -0.577350 product -0.222222
  sums: K 0.000000, Q 0.000000; from 9j 0.000000
  9j symbol 0.000000, sum of its momenta R=7
  probability 0.000000; sum of squared K terms 0.222222
```
